# A sign-preserving CPA iteration and the split-band threshold of a semicircular alloy

## What symmetry and dimensions fix

Consider a random alloy of two species in equal amounts, with site levels $\pm\delta/2$, on a lattice whose pure band is symmetric about zero with half-width $D$. If the shape of the band is fixed, $D$ and $\delta$ are the only energies in the problem. A threshold at which the alloy band splits in two must therefore have the form $\delta_c=aD$, with $a$ a pure number.

In the approximation used below, the lattice enters only through the density of states of the pure band. Reversing the sign of all energies then exchanges the species and leaves the averaged alloy unchanged, so its density of states is even in $E$. A single gap must then be centred at $E=0$. It remains to find $a$ for a semicircular band, within the single-site coherent potential approximation (CPA), and to build an iteration that can be trusted near the threshold.

Energies are in Ry. Densities of states are per Ry, site and spin.

## The condition on the medium

Let $H=W+\sum_i\varepsilon_i|i\rangle\langle i|$, where $W$ is translation invariant and the $\varepsilon_i$ are independent, with mean $\bar\varepsilon$ and variance $K$. Let $z=E+i\eta$ with $\eta>0$. Replace the alloy by a medium with one site-diagonal self-energy $\Sigma(z)$:

$$\bar G=(z-\Sigma-W)^{-1},\qquad F(w)=\langle i|(w-W)^{-1}|i\rangle,\qquad w=z-\Sigma .$$

Relative to the medium, site $i$ carries the potential $v_i=\varepsilon_i-\Sigma$. The true resolvent is $G=\bar G+\bar GT\bar G$, with $T=\sum_iT_i$ and $T_i=v_i(1+\bar GT)$. Moving the part of $T$ that starts on the same site to the left gives

$$T_i=t_i\Big(1+\bar G\sum_{j\ne i}T_j\Big),\qquad t_i=\frac{\varepsilon_i-\Sigma}{1-(\varepsilon_i-\Sigma)F}.$$

The single-site approximation averages $t_i$ independently of the wave arriving at site $i$. All $\langle T_i\rangle$ then vanish, and $\langle G\rangle=\bar G$, if

$$\langle t\rangle=0 .$$

To see what is lost, expand $T$ in products of $t$ in which successive sites differ. A site that occurs once gives a factor $\langle t\rangle=0$. The shortest surviving product therefore visits $i,j,i,j$, and the error is of fourth order in $t$. This was tested on a six-site ring with hopping 0.1 Ry at $z=0.05+0.2i$ Ry, by averaging over all 64 configurations. Halving $\delta$ from 0.02 to 0.01 Ry reduced the error of the local Green function by a factor 15.94, against 16 for a pure fourth-order law. At equal concentrations odd orders in $\delta$ vanish by symmetry, so this run excludes a second-order error only; the absence of a third-order term rests on the counting above.

## What goes wrong with the direct iteration

For two species, multiply $\langle t\rangle=0$ by both denominators:

$$c_Av_A(1-v_BF)+c_Bv_B(1-v_AF)=0 .$$

Since $c_A+c_B=1$, this is $\bar\varepsilon-\Sigma-v_Av_BF=0$, which invites the iteration

$$\Sigma'=\bar\varepsilon-(\varepsilon_A-\Sigma)F(\varepsilon_B-\Sigma).$$

The CPA solution is a fixed point, but nothing keeps the iteration on the physical side. A passive medium has $\operatorname{Im}\Sigma\le0$: waves are damped, and $w$ stays in the upper half-plane, where $F$ has its physical branch. A product of three complex numbers does not respect that half-plane.

Take $D=0.40$, $\delta=0.50$, $z=1.20+0.01i$ and the admissible trial value $\Sigma=0.20-0.04i$, all in Ry. With levels $\pm u$, $u=\delta/2$, the formula reads $\Sigma'=(u^2-\Sigma^2)F$, and

$$u^2-\Sigma^2=0.0625-(0.0384-0.0160i)=0.0241+0.0160i\ \text{Ry}^2 .$$

Here $F$ is nearly real and positive, because $w=1.00+0.05i$ Ry lies far above the band. The result is $\operatorname{Im}\Sigma'=+0.0153$ Ry, a medium that amplifies. One such step does not prove that every run fails, but it removes any guarantee. Inside the band there is even a wrong place to stop: as $\eta\to0$, the complex conjugate of the CPA solution satisfies the same equation, with $F$ evaluated in the lower half-plane. A converged result must therefore still be checked for $\operatorname{Im}\Sigma\le0$.

## An update made of averaged resolvents

The cure is to use operations that respect the half-plane. Put one real atom into the medium. Its local Green function is

$$F+FtF=\frac{F}{1-(\varepsilon-\Sigma)F}=\frac1{g-\varepsilon},\qquad g=F^{-1}+\Sigma .$$

Choose the new self-energy so that an effective atom in the same surroundings reproduces the average, $1/(g-\Sigma')=\langle1/(g-\varepsilon)\rangle=F(1+\langle t\rangle F)$. Then

$$\Sigma'=g-\Big\langle\frac1{g-\varepsilon}\Big\rangle^{-1}
=\Sigma+F^{-1}-\frac{F^{-1}}{1+\langle t\rangle F}
=\Sigma+\frac{\langle t\rangle}{1+\langle t\rangle F}.$$

A fixed point again means $\langle t\rangle=0$.

The structure becomes clear on defining, for any bounded distribution of energies $e$,

$$N(w)=w-\Big\langle\frac1{w-e}\Big\rangle^{-1}.$$

Use $N_b$ for the pure band, with mean zero and variance $V$, and $N_s$ for the site levels. Since $F^{-1}(w)=w-N_b(w)$ and $w+\Sigma=z$,

$$g=z-N_b(z-\Sigma),\qquad \Sigma'=N_s(g).$$

To find the sign of $N$, regard $e$ as a multiplication operator $X$ acting on functions of $e$, and let $|1\rangle$ be the normalized constant function. Then $\langle1/(w-e)\rangle=\langle1|(w-X)^{-1}|1\rangle$. Let $Q$ project orthogonally to $|1\rangle$ and set $|b\rangle=QX|1\rangle$. Block inversion gives

$$\langle1|(w-X)^{-1}|1\rangle^{-1}=w-\langle e\rangle-\langle b|(w-QXQ)^{-1}|b\rangle .$$

Hence

$$N(w)=\langle e\rangle+\int\frac{d\mu(x)}{w-x},\qquad \int d\mu=\langle b|b\rangle=\langle e^2\rangle-\langle e\rangle^2,$$

with a positive measure $\mu$. For $\operatorname{Im}w>0$,

$$\operatorname{Im}N=-\operatorname{Im}w\int\frac{d\mu}{|w-x|^2}\le0,\qquad |\operatorname{Im}N|\le\frac{\text{variance}}{\operatorname{Im}w}.$$

Now follow one step. If $\operatorname{Im}\Sigma\le0$, then $\operatorname{Im}(z-\Sigma)\ge\eta$, so $\operatorname{Im}N_b\le0$ and $\operatorname{Im}g\ge\eta$. Consequently $\operatorname{Im}\Sigma'\le0$ and $|\operatorname{Im}\Sigma'|\le K/\eta$. In the example above, this update gives $\operatorname{Im}\Sigma'=-0.00057$ Ry.

## Why it converges

Take $K,V>0$. Measure the separation of two points in the same half-plane by

$$d(a,b)=\frac{|a-b|}{\sqrt{|\operatorname{Im}a|\,|\operatorname{Im}b|}} .$$

From the integral for $N$ and the Cauchy–Schwarz inequality,

$$|N(w_1)-N(w_2)|^2\le|w_1-w_2|^2\int\frac{d\mu}{|w_1-x|^2}\int\frac{d\mu}{|w_2-x|^2}.$$

Each integral equals $|\operatorname{Im}N|/\operatorname{Im}w$ at its own point, so $N$ does not increase $d$. The gain comes from the two additions of $z$. With $s_k=|\operatorname{Im}\Sigma_k|\le K/\eta$,

$$\frac{d(z-\Sigma_1,z-\Sigma_2)}{d(\Sigma_1,\Sigma_2)}=\sqrt{\frac{s_1s_2}{(\eta+s_1)(\eta+s_2)}}\le\frac{K}{K+\eta^2}.$$

The second addition has $|\operatorname{Im}N_b|\le V/\eta$ in place of $s_k$. A full step therefore reduces $d$ at least by

$$\kappa=\frac{K}{K+\eta^2}\,\frac{V}{V+\eta^2}<1 .$$

After the first step all iterates obey the bound $K/\eta$. Successive differences obey $|\Delta\Sigma|\le(K/\eta)d$ and fall geometrically, so the sequence converges. The map is continuous for $\operatorname{Im}\Sigma\le0$, so the limit is a fixed point. Two fixed points would satisfy $d\le\kappa d$, hence $d=0$. Any admissible start, such as the solution at a neighbouring energy, leads to the same answer.

This was tested on 3000 random cases with semicircular and flat bands, three-level alloys and $\eta$ between 0.02 and 0.4 Ry. Every sign was preserved, and the largest contraction factor relative to its bound was 0.63.

The bound guarantees convergence but does not estimate speed. For small $\eta$, $1-\kappa\approx\eta^2(1/K+1/V)$, which is tiny even where the iteration is fast.

## The semicircular band

The semicircular band has $F(w)=2(w-\sqrt{w^2-D^2})/D^2$, which solves $VF^2-wF+1=0$ with $V=D^2/4$. The two roots have product $1/V$, and the physical one, which behaves as $1/w$ at large $w$, has $V|F|^2<1$. Dividing the quadratic by $F$ gives $N_b=w-1/F=VF$.

For levels $\pm u$ at equal concentrations, $\bar\varepsilon=0$, $K=u^2$ and $\langle1/(g-\varepsilon)\rangle=g/(g^2-u^2)$, so $N_s(g)=u^2/g$. The iteration is

$$\Sigma'=\frac{u^2}{z-VF(z-\Sigma)} .$$

Call the converged denominator $h$. Then

$$h=z-VF,\qquad \Sigma=\frac{u^2}{h},\qquad F=\frac{h}{h^2-u^2},\qquad z=h+\frac{Vh}{h^2-u^2}.$$

The last relation is a cubic for $h$, so a root must be selected. Suppose $\operatorname{Im}h>0$ and $\operatorname{Im}z>0$. Then $\operatorname{Im}\Sigma<0$, and $\operatorname{Im}F<0$ because $F$ is the mean of $1/(h\mp u)$. Also $1/F+VF=h-\Sigma+VF=z-\Sigma$, whose imaginary part is

$$|\operatorname{Im}F|\,(|F|^{-2}-V)>0 .$$

Thus $F$ is on the physical branch. Such an $h$ gives the CPA solution, which is unique.

## Locating the threshold

At $z=0$ the cubic gives $h=0$ or $h^2=u^2-V$. The slope

$$\frac{dz}{dh}=1-V\frac{h^2+u^2}{(h^2-u^2)^2}$$

decides between them. At $h=0$ it is $1-V/u^2$. For $u^2>V$ it is positive, so a small $z$ in the upper half-plane has its $h$ there too: this root is physical and $F(0)=0$. For $u^2<V$ the root fails. At $h=i\sqrt{V-u^2}$ the slope is $2(V-u^2)/V\ne0$, so a small $z$ in the upper half-plane has an $h$ close to this root, still with $\operatorname{Im}h>0$: this one is physical. With $F=-h/V$,

$$\rho(0)=-\frac{\operatorname{Im}F}{\pi}=\frac{\sqrt{V-u^2}}{\pi V}\qquad(u^2<V).$$

A vanishing density at one energy is not yet a gap. At a real energy outside the spectrum, $F$ is real and decreasing, since it is the integral of a positive density times $1/(E-e)$. Then $h=E-VF$ is real and increasing, so $dz/dh>0$. Conversely, a real $h$ with positive slope, shifted slightly upwards, gives $\operatorname{Im}z>0$ and hence the physical solution, with real $F$ in the limit. The edges are where the slope vanishes. With $y=h^2$, the condition $(y-u^2)^2=V(y+u^2)$ becomes

$$y^2-(2u^2+V)y+u^2(u^2-V)=0,$$

$$y_\pm=\tfrac12\Big[2u^2+V\pm\sqrt{V^2+8Vu^2}\Big].$$

The sum of the roots is positive, so $y_->0$ requires a positive product, $u^2>V$. Otherwise only $|h|>\sqrt{y_+}$ remains, which describes energies outside the whole band. Therefore the CPA band splits if and only if

$$u>\sqrt V=\frac D2,\qquad\text{that is}\qquad \delta>D .$$

The pure number is $a=1$: the level separation must exceed half the full bandwidth $2D$.

The threshold was also located by running the iteration, without using the edge condition, from the ratio of the central densities at $\eta=8\times10^{-5}$ and $10^{-5}$ Ry. This ratio tends to 1 in a band and to 8 in a gap. At threshold, $z=h^3/(h^2-V)\approx-h^3/V$, so $\rho(0)$ varies as $\eta^{1/3}$ and the ratio is 2. For $D=0.40$ Ry the search gave $\delta_c=0.4000$ Ry, or 5.44 eV.

## How the gap opens, and the opposite limit

On the real axis at threshold, $h^3\approx-VE$. For $E>0$ the root in the upper half-plane is $(VE)^{1/3}e^{i\pi/3}$, and evenness covers $E<0$:

$$\rho(E)\approx\frac{\sqrt3}{2}\frac{(V|E|)^{1/3}}{\pi V}.$$

At $E=10^{-4}$ Ry this gives 0.109 per Ry, as does the full CPA.

Just above threshold let $s=u^2-V\ll V$. Then $y_+\approx3V$, so $y_-\approx Vs/(3V)=s/3$. Expanding the cubic for small $h$ gives $z\approx(sh-h^3)/V$, and inserting $h=\sqrt{s/3}$ yields the half-gap

$$E_g\approx\frac{2s^{3/2}}{3\sqrt3\,V}.$$

The gap opens slowly. At $\delta=0.402$ Ry the law gives $7.73\times10^{-5}$ Ry, 0.7% above the full CPA value.

For $\delta\gg D$, put $h=u+x$ with $|x|\ll u$. Then $h/(h^2-u^2)\approx1/(2x)$ and $z\approx u+x+V/(2x)$, whose slope vanishes at $x=\pm\sqrt{V/2}$. The upper subband has edges $u\pm\sqrt{2V}=u\pm D/\sqrt2$. To this order each species forms a narrower band about its own level, with half the original variance, because half the sites are resonant with it.

## A worked case and the cost near threshold

Keep $D=0.40$ Ry, so $V=0.0400$ Ry². For $\delta=0.30$ Ry, $u^2=0.0225$ Ry². At $E=0.10$ Ry with $\eta=10^{-5}$ Ry, start from $\Sigma=0$. To the digits shown, $VF=0.050-0.194i$ Ry, hence

$$\Sigma_1=\frac{0.0225}{0.050+0.194i}\approx0.028-0.109i\ \text{Ry}.$$

The next values are $0.0594-0.1209i$ and $0.0662-0.1141i$, and the limit is $0.0644-0.1118i$ Ry. The converged $F=0.324-3.776i$ gives $\rho=3.776/\pi=1.202$ per Ry. At the centre $\rho=1.053$ per Ry: the unsplit band already has a dip.

For $\delta=0.50$ Ry, $u^2=0.0625$ Ry² and

$$y_-=\tfrac12(0.1650-\sqrt{0.0216})=0.00902\ \text{Ry}^2,\qquad h=0.0949\ \text{Ry}.$$

The cubic then gives an inner edge of 0.0239 Ry and a full gap of 0.0479 Ry, or 0.651 eV. The outer edge is at 0.564 Ry.

The speed follows by differentiating the update. From $w=1/F+VF$, $F'(w)=-F^2/(1-VF^2)$. Since $dw=-d\Sigma$, $dh=VF'd\Sigma$, and the error factor per step is

$$\lambda=-\frac{u^2VF'}{h^2}=\frac{u^2VF^2}{h^2(1-VF^2)} .$$

At $E=0$, $\eta\to0$ and below threshold, $F=-h/V$ and $VF^2=(u^2-V)/V$, so

$$\lambda=\frac{u^2}{2V-u^2}.$$

For $\delta=0.30$ Ry this is $0.0225/0.0575=0.391$, as observed. It reaches 1 at threshold. Linear mixing with weight $\alpha$ changes $\lambda$ to $1-\alpha+\alpha\lambda$, which is still 1 there, so damping does not remove the slowdown.

Above threshold, $h\approx zu^2/(u^2-V)$ near the centre, and $\Sigma\approx(u^2-V)/z$ has a pole. For large $\Sigma$, $F\approx-1/\Sigma$, so $\Sigma'\approx u^2\Sigma/V$ as $\eta\to0$: growth is the correct approach to the pole. The inverse $1/\Sigma$ shrinks by $V/u^2=0.64$ per step at $\delta=0.50$ Ry.

With $\eta=10^{-5}$ Ry and a relative change of $10^{-13}$ as the stopping rule, the centre needed 33, 5919 and 86 steps for $\delta=0.30$, 0.40 and 0.50 Ry. The slowdown is not confined to the threshold: with $F=h/(h^2-u^2)$, setting $\lambda=1$ gives $(h^2-u^2)^2=V(h^2+u^2)$, the condition for a band edge. A convergence test should therefore use relative changes and allow many steps near the threshold and near every band edge. There the last change understates the remaining error, which is larger by about $|\lambda/(1-\lambda)|$, a factor of a few hundred at the centre at threshold for $\eta=10^{-5}$ Ry, so the tolerance must be tightened accordingly.

## Where the threshold applies

There is a model for which this CPA becomes correct at large size: a random symmetric $n\times n$ matrix whose elements are independent, apart from the symmetry, with mean zero and variance $V/n$, plus the two-level diagonal. Removing one site leaves a self-energy that self-averages to $VF$, so $F=\langle1/(z-\varepsilon-VF)\rangle$, the equation solved above. For $n=1500$ and $\delta=0.50$ Ry, the levels next to the gap were $-0.0272$ and $0.0245$ Ry, against CPA edges at $\pm0.0239$ Ry.

A lattice alloy differs. One reason is that it contains rare large regions of one species. Since $W$ moves levels by at most $D$, a gap is guaranteed for $u>D$, or $\delta>2D$. Large pure islands can supply states down to $|E|=u-D$, inside the CPA gap even when $\delta>2D$; for $\delta<2D$ they can close it. A chain of 150 sites of each species, segregated, with the same $D$ and $\delta=0.50$ Ry, has a level 0.0011 Ry from the centre. Its pure band is not semicircular; it illustrates the island mechanism, not the error of CPA for one lattice.

The value $D=0.40$ Ry, a full width near 11 eV, was chosen for illustration and does not describe a particular alloy. Real alloys also have several orbitals, species-dependent hopping and correlated occupations. Correlation alone can move the threshold greatly. In perfect alternating order on a lattice where $W$ connects only opposite sublattices, the level term anticommutes with $W$, so $H^2=u^2+W^2$ and a gap exists for any $\delta>0$. Complete segregation of two large pieces, each with a band that extends without gaps from $-D$ to $D$ about its level, requires $\delta>2D$. The value $\delta_c=D$ belongs to equal concentrations, uncorrelated occupations, a semicircular band and the single-site approximation. The numerical output below gives the remaining values.

## Computed results

```
Half-bandwidth D = 0.40 Ry, band variance V = 0.0400 Ry^2
Largest observed contraction / proved bound = 0.630
Sign test: delta = 0.50 Ry, z = 1.20+0.01i Ry, S = 0.20-0.04i Ry
  Im S' alternative = +0.01528 Ry
  Im S' stable update = -0.00057 Ry
Ring: CPA error ratio on halving delta = 15.942
Split-band threshold, numerical = 0.40000 Ry
Split-band threshold, formula = 0.40000 Ry = 5.4423 eV
Central DOS, delta = 0.10 Ry: 1.5410 per Ry
Central DOS, delta = 0.20 Ry: 1.3783 per Ry
Central DOS, delta = 0.30 Ry: 1.0527 per Ry
Central DOS, delta = 0.38 Ry: 0.4970 per Ry
delta = 0.50 Ry: inner edge numerical 0.02394, formula 0.02394 Ry
delta = 0.50 Ry: outer edge numerical 0.56394, formula 0.56394 Ry
delta = 0.50 Ry: full gap = 0.04788 Ry = 0.6514 eV
Threshold DOS at E = 0.0001 Ry: CPA 0.1094, cube-root law 0.1094 per Ry
Half-gap at delta = 0.402 Ry: exact CPA 7.6756e-05, limit law 7.7269e-05 Ry
Pole strength of S at delta = 0.50 Ry = 0.02250 Ry^2
Error factor, delta = 0.30 Ry: observed 0.39130, formula 0.39130
Factor for 1/S, delta = 0.50 Ry: observed 0.64000, formula 0.64000
Random matrix size = 1500, z = 0.05+0.05i Ry
  delta = 0.30 Ry: F sampled 0.174-3.324j, CPA 0.174-3.329j per Ry
  delta = 0.50 Ry: F sampled -0.540-1.832j, CPA -0.542-1.831j per Ry
  delta = 0.50 Ry: levels next to gap -0.0272, 0.0245 Ry
Segregated 300-site chain: smallest |E| = 0.00106 Ry
Iteration: delta = 0.30 Ry, z = 0.10+0.00001i Ry, S0 = 0
  n =  1: S = 0.028124-0.108925j Ry
  n =  2: S = 0.059395-0.120912j Ry
  n =  3: S = 0.066166-0.114080j Ry
  n =  5: S = 0.064466-0.111633j Ry
  n = 10: S = 0.064431-0.111838j Ry
  converged: S = 0.064431-0.111838j Ry, F = 0.32448-3.77601j per Ry
DOS per Ry at E = 0, 0.1, 0.2, 0.3, 0.4 Ry; eta = 0.00001 Ry
  delta = 0.30 Ry: 1.0527, 1.2019, 1.2399, 1.1314, 0.8292; steps at E = 0: 33
  delta = 0.40 Ry: 0.0586, 1.0386, 1.1854, 1.1587, 0.9649; steps at E = 0: 5919
  delta = 0.50 Ry: 0.0001, 0.8617, 1.1175, 1.1667, 1.0586; steps at E = 0: 86
```
